# Oxide surface free energy and the oxygen excess in its slope

## 1. A slope that depends on how thick the slab is

Take a model oxide MO\(_2\), cut into a slab of 12 metal planes with extra oxygen on both faces. Compute its surface free energy, raise the oxygen chemical potential while holding the metal chemical potential fixed, and record the slope. It is \(-0.65\) Å\(^{-2}\). With 24 metal planes and the same two faces, it is \(-1.25\) Å\(^{-2}\). If the metal potential instead follows the oxygen potential as equilibrium with the bulk oxide demands, the slope is \(-0.05\) Å\(^{-2}\), which is one oxygen atom per surface cell of 20 Å\(^2\).

A surface property cannot depend on the amount of crystal behind the surface. These notes derive the surface free energy as a function of the oxygen chemical potential, show why the third slope is the meaningful one, and state what it measures.

The algebra uses atomic units (\(\hbar=1\)), with \(k\) the Boltzmann constant. Numbers are in eV and Å, temperatures in K and pressures in bar.

## 2. Definition

A slab of an oxide M\(_a\)O\(_b\) contains \(N_M\) metal and \(N_O\) oxygen atoms. It has two equivalent faces, each of area \(A\), and Gibbs free energy \(G_{\rm slab}(T,p)\). Its atoms come from reservoirs with chemical potentials \(\mu_M\) and \(\mu_O\). What remains after the reservoirs have been paid is the cost of the two faces:
\[
\gamma=\frac{1}{2A}\left[G_{\rm slab}-N_M\mu_M-N_O\mu_O\right]. \tag{1}
\]
If the faces differ, (1) gives only their average. The slab must also be thick enough for its middle to be bulk-like.

## 3. Bulk equilibrium removes the metal potential

Insert one more formula unit into the middle of the slab. The faces do not notice, so \(G_{\rm slab}\) grows by \(g_{\rm bulk}\), the Gibbs free energy of one formula unit of crystal. Equation (1) then changes by
\[
\delta\gamma=\frac{1}{2A}\left[g_{\rm bulk}-a\mu_M-b\mu_O\right]. \tag{2}
\]
For \(\gamma\) to belong to the surface, this must vanish:
\[
a\mu_M+b\mu_O=g_{\rm bulk}. \tag{3}
\]
This is also the condition for the crystal to coexist with the reservoirs: it neither grows nor dissolves.

If \(\mu_M\) is too high by \(\delta\), the bracket in (2) equals \(-a\delta\), and \(\gamma\) drifts linearly with thickness. In the model \(a=1\), and \(\delta=0.1\) eV gives \(-0.1/40=-0.0025\) eV/Å\(^2\) for each added plane, as the program finds.

Solve (3) for the metal potential, \(\mu_M=(g_{\rm bulk}-b\mu_O)/a\), and insert it in the reservoir terms of (1):
\[
N_M\mu_M+N_O\mu_O=\frac{N_M}{a}g_{\rm bulk}-\frac{b}{a}N_M\mu_O+N_O\mu_O .
\]
Collecting the terms in \(\mu_O\) gives
\[
\boxed{\;\gamma=\frac{1}{2A}\left[G_{\rm slab}-\frac{N_M}{a}g_{\rm bulk}-\Big(N_O-\frac{b}{a}N_M\Big)\mu_O\right]\;} \tag{4}
\]

The derivation assumes a stoichiometric bulk. It also assumes that the surface really equilibrates with both gas and crystal. A surface whose metal atoms cannot move may violate (3).

## 4. The slope along an isotherm

Fix \(T\) and the termination, and neglect for now the small dependence of the solid free energies on pressure. In (4) only the explicit \(\mu_O\) then varies:
\[
\left(\frac{\partial\gamma}{\partial\mu_O}\right)_T=-\Gamma_O,\qquad
\Gamma_O=\frac{1}{2A}\Big(N_O-\frac{b}{a}N_M\Big). \tag{5}
\]
The same result follows from (1), and this route explains the opening numbers. Differentiating (1) gives
\[
\frac{d\gamma}{d\mu_O}=-\frac{1}{2A}\left[N_O+N_M\frac{d\mu_M}{d\mu_O}\right].
\]
At fixed \(g_{\rm bulk}\), (3) requires \(d\mu_M/d\mu_O=-b/a\), which restores (5). Holding \(\mu_M\) fixed drops the second term and leaves \(-N_O/(2A)\), which counts every oxygen atom in the slab. The 12-plane slab has \(N_O=26\), so this is \(-26/40=-0.65\) Å\(^{-2}\). Twelve more planes bring 24 more oxygen atoms, and \(-50/40=-1.25\) Å\(^{-2}\).

\(\Gamma_O\) is an excess relative to the bulk composition, not a coverage. A stoichiometric slab has zero slope even if its outermost plane consists of oxygen. An oxygen-deficient face has \(\Gamma_O<0\), and its \(\gamma\) rises with \(\mu_O\).

## 5. The oxygen gas

The gas supplies \(\mu_O=\tfrac12\mu_{{\rm O}_2}\). For \(N\) independent molecules in volume \(V\), the partition function is \(q^N/N!\). With \(\ln N!\approx N\ln N-N\), the free energy is \(F=-kT(N\ln q-N\ln N+N)\), and
\[
\mu_{{\rm O}_2}=\frac{\partial F}{\partial N}=-kT\ln\frac{q}{N}.
\]
Let \(\Delta\mu_O\) be \(\mu_O\) measured from half the energy of O\(_2\) in its vibrational ground state. The factors of \(q\) are then as follows.

- **Translation:** \(V(m kT/2\pi)^{3/2}\), with \(m\) the molecular mass.
- **Rotation:** the \(^{16}\)O nuclei have spin zero, so the total wavefunction must be even under their exchange. The electronic ground state is odd, so only odd \(J\) occur. Half of all levels contribute, and for \(kT\gg B\), with \(B\) the rotational constant,
\[
\sum_{J\ \rm odd}(2J+1)e^{-BJ(J+1)/kT}\approx\frac12\int_0^\infty e^{-Bu/kT}du=\frac{kT}{2B},\quad u=J(J+1).
\]
- **Vibration:** \(\sum_n e^{-n\omega/kT}=(1-e^{-\omega/kT})^{-1}\), for a harmonic quantum \(\omega\).
- **Electron spin:** 3, for the triplet.

The ideal-gas law gives \(V/N=kT/p\), hence
\[
\Delta\mu_O(T,p)=-\frac{kT}{2}\ln\left[\frac{3kT}{p}\Big(\frac{m kT}{2\pi}\Big)^{3/2}\frac{kT}{2B}\,\frac{1}{1-e^{-\omega/kT}}\right]. \tag{6}
\]
Pressure enters only through \(1/p\) inside the logarithm, so
\[
\Delta\mu_O(T,p)=\Delta\mu_O(T,p_0)+\tfrac12kT\ln(p/p_0). \tag{7}
\]

The molecular data come from a spin-polarized PBE calculation in the def2-SVP basis: bond length 1.214 Å and \(\omega=0.200\) eV. The small basis, the approximate functional and the neglect of anharmonicity limit these values: they are not converged with basis, and the measured bond length (1.208 Å) and fundamental quantum (0.193 eV) differ from them by about 0.006 Å and 0.007 eV. The chemical potential is insensitive to this; with the measured constants the values below move by about 0.0001 eV. At 1 bar, (6) gives \(\Delta\mu_O=-0.274\), \(-0.611\) and \(-0.974\) eV at 300, 600 and 900 K.

## 6. The allowed window

If \(\mu_M\) exceeded the free energy \(g_M\) per atom of bulk metal, metal would precipitate. Using (3), the condition \(a\mu_M\le a g_M\) becomes \(g_{\rm bulk}-b\mu_O\le a g_M\), or
\[
\mu_O\ge\frac{g_{\rm bulk}-a g_M}{b}. \tag{8}
\]
Measure energies from bulk metal and from half O\(_2\) as above. Then \(g_M=0\), \(\mu_O\) becomes \(\Delta\mu_O\), and the lower end is \(g_{\rm bulk}/b\). The upper end is set by convention at \(\Delta\mu_O=0\), called the oxygen-rich limit; it is not a phase boundary derived here. If the metal forms other oxides, their stability can narrow the window.

## 7. Worked example: three terminations

The oxide is a model with round parameters. Its planes are stacked M–O–O–M–O–O at unit spacing, with one atom per plane in each cell of \(A=20\) Å\(^2\). Its energy in eV, relative to bulk metal and half O\(_2\), is
\[
E=8N_M+0.5N_O-8\sum_{\rm M}\sqrt{\rho_{\rm M}},\qquad
\rho_{\rm M}=\sum_{\rm O}e^{-0.17(d^2-1)},
\]
where \(d\) is the separation of the M and O planes in units of the plane spacing, and each oxygen plane contributes one term. Because of the square root, oxygen at a given separation binds a metal atom less strongly the more oxygen that atom already has around it. Slab and bulk vibrations are left out, so energies stand in for free energies.

In the infinite crystal \(\rho_{\rm M}=3.39159\), so
\[
g_{\rm bulk}=8+2(0.5)-8\sqrt{3.39159}=-5.733\ {\rm eV}.
\]
Against bulk metal alone, (8) gives a window from \(-5.733/2=-2.867\) eV to 0. Other oxides narrow it, as Section 6 warned, and the same energy expression contains them. The stacking M–O–M–O–O (M\(_2\)O\(_3\)) has \(-5.150\) eV per metal atom and lies below MO\(_2\) for \(\Delta\mu_O<(-5.733+5.150)/0.5\approx-1.17\) eV; stackings with fewer missing oxygen planes move this limit to about \(-1.16\) eV. The stacking M–O–O–M–O–O–O (M\(_2\)O\(_5\)) has \(-5.876\) eV per metal atom and lies below MO\(_2\) for \(\Delta\mu_O>(-5.876+5.733)/0.5\approx-0.29\) eV. Outside the range from about \(-1.16\) to \(-0.29\) eV, the lines below describe faces of a metastable MO\(_2\) crystal.

The terminations have 0, 1 or 2 oxygen planes outside the last metal plane; call them M, O and OO. With 12 metal planes, \(N_O=22\), 24 and 26. The excess per face and cell, \((N_O-24)/2\), is \(-1\), 0 and \(+1\).

For OO the slab energy is \(-67.3778\) eV. At \(\Delta\mu_O=0\), (4) gives
\[
\gamma_{\rm OO}(0)=\frac{-67.3778+12(5.7330)}{40}=0.0355\ \text{eV/Å}^2 .
\]
The same arithmetic with \(-65.5253\) and \(-60.7474\) eV gives 0.0818 for O and 0.2012 eV/Å\(^2\) for M. With \(\Delta\mu_O\) in eV, the three lines are
\[
\gamma_{\rm M}=0.2012+\frac{\Delta\mu_O}{20},\quad
\gamma_{\rm O}=0.0818,\quad
\gamma_{\rm OO}=0.0355-\frac{\Delta\mu_O}{20}.
\]

The program tests (4) by a separate route: it takes \(\mu_M\) from the energy of thickening a slab by one unit, inserts it in (1), and compares with (4), which uses the infinite crystal.

### Crossings and pressures

Two lines \(\gamma_i(0)-\Gamma_i\Delta\mu_O\) meet where
\[
\Delta\mu_c=\frac{\gamma_2(0)-\gamma_1(0)}{\Gamma_2-\Gamma_1}.
\]
Here neighbouring lines differ by \(1/20\) Å\(^{-2}\) in \(\Gamma\). O and OO cross at \(20(0.03546-0.08177)=-0.926\) eV, and M and O at \(20(0.08177-0.20122)=-2.389\) eV. Both lie above the metal limit of \(-2.867\) eV, but only the O/OO crossing lies in the range where MO\(_2\) is the stable bulk of the model; the M/O crossing belongs to the metastable crystal. At each crossing \(\gamma=0.0818\) eV/Å\(^2\), or 1.31 J/m\(^2\), because the O line is flat.

Solving (7) for the pressure gives
\[
p_c=p_0\exp\left[\frac{2\,(\Delta\mu_c-\Delta\mu_O(T,p_0))}{kT}\right].
\]
For O/OO at 600 K, with \(kT=0.0517\) eV and \(p_0=1\) bar, the exponent is \(2(-0.9263+0.6111)/0.0517=-12.2\), so \(p_c\approx5\times10^{-6}\) bar. At 900 K it is about 3 bar: heating favours the termination with less oxygen.

Thus at 600 K and 1 bar the OO face is stable, with \(\gamma=0.03546+0.6111/20=0.0660\) eV/Å\(^2\) (1.06 J/m\(^2\)). At \(10^{-9}\) bar, \(\Delta\mu_O=-1.147\) eV, just above the limit where the bulk loses oxygen, and the O face is stable.

The M/O crossing at 600 K corresponds to about \(10^{-30}\) bar, far less than one molecule per cubic metre. Such a number labels a chemical potential; it is not a usable gas pressure.

The exponential also magnifies errors. In a calculation from total energies, let half the O\(_2\) energy be too high by \(\delta\), with the solid energies unchanged. Since \(\mu_O\) at a crossing is fixed by the solids, \(\Delta\mu_c\) shifts by \(-\delta\). For \(\delta=0.1\) eV at 600 K, \(p_c\) changes by a factor \(e^{-0.2/0.0517}\approx0.02\).

## 8. What pressure does to the slope

Now restore the pressure dependence of the solids, keeping \(A\) fixed. Since \((\partial G/\partial p)_T=V\), the first two terms in (4) contribute
\[
V_{\rm slab}-\frac{N_M}{a}v_{\rm bulk}\equiv2v_{\rm ex}
\]
to \(\partial(2A\gamma)/\partial p\). Here \(A\) is the area of one cell, \(v_{\rm bulk}\) is the volume per formula unit, and \(v_{\rm ex}\) is the excess volume per face and cell. From (7), \(d\mu_O=kT\,dp/(2p)\), so \(dp/d\mu_O=2p/kT\), and
\[
A\left(\frac{\partial\gamma}{\partial\mu_O}\right)_T=-A\Gamma_O+\frac{2p}{kT}v_{\rm ex}. \tag{9}
\]
The factor \(2p/kT\) is the density of oxygen atoms in the gas. The correction therefore subtracts from the excess the gas atoms that would have filled \(v_{\rm ex}\). For \(v_{\rm ex}=10\) Å\(^3\) at 600 K and 1 bar it is \(2.4\times10^{-4}\), against 1 for the OO face. It grows in proportion to pressure as long as the gas is ideal and \(v_{\rm ex}\) does not change with pressure.

## 9. Why the temperature must be held fixed

One can also change \(\mu_O\) by heating at constant pressure. The slope is then no longer the excess alone, because the surface has entropy of its own.

Give the added oxygen atom of the OO face a vibrational free energy \(f_{\rm vib}(T)\), and neglect the small volume term. Then
\[
A\gamma=\text{const}+f_{\rm vib}(T)-\Delta\mu_O(T,p).
\]
At fixed \(p\), \(df_{\rm vib}=-S_{\rm vib}\,dT\) and \(d\mu_O=-s_O\,dT\), where \(s_O\) is half the entropy per gas molecule. Dividing,
\[
A\left(\frac{d\gamma}{d\mu_O}\right)_p=\frac{-S_{\rm vib}+s_O}{-s_O}=-1+\frac{S_{\rm vib}}{s_O}. \tag{10}
\]
For three modes of 0.06 eV at 600 K and 1 bar, \(S_{\rm vib}=0.234\) and \(s_O=1.173\) meV/K. The slope times area is \(-1+0.234/1.173=-0.80\). Read as an excess, it would be wrong by 20% of the true value, 1.

The free energy itself is \(f_{\rm vib}=0.0317\) eV at 600 K. It is this small because the zero-point energy, \(3(0.06)/2=0.090\) eV, is partly cancelled at this temperature by the thermal term, \(-0.058\) eV. It raises the OO line, moves the O/OO crossing up by 0.032 eV, and multiplies its pressure by \(e^{2(0.0317)/0.0517}\approx3.4\).

## 10. A surface that chooses its own termination

At a crossing two terminations cost the same, and a real surface can mix them. Let a patch of \(n\) cells have configurations \(s\), with surface energy \(E_s\) at \(\Delta\mu_O=0\) and total oxygen excess \(x_s\). Then
\[
\gamma=-\frac{kT}{nA}\ln\Xi,\qquad \Xi=\sum_s e^{-(E_s-x_s\Delta\mu_O)/kT}.
\]
Differentiating the logarithm brings down \(x_s/kT\), so
\[
\frac{\partial\gamma}{\partial\mu_O}=-\frac{\langle x\rangle}{nA},\qquad
\frac{\partial^2\gamma}{\partial\mu_O^2}=-\frac{\langle x^2\rangle-\langle x\rangle^2}{nA\,kT}\le0. \tag{11}
\]
The slope still measures the excess, now as a thermal mean. The curve is concave because the mean excess cannot fall as \(\mu_O\) rises.

Let each cell take one of the three terminations, and let unlike neighbours cost energy. Write \(\gamma_{\min}\) for the lowest straight line at the given \(\mu_O\).

- \(\Xi\) contains the uniform configuration of that line, and all other terms are positive. Hence \(\gamma\le\gamma_{\min}\).
- No configuration costs less than \(nA\gamma_{\min}\), and there are \(3^n\) of them. Hence \(\Xi\le3^n e^{-nA\gamma_{\min}/kT}\), and \(\gamma\ge\gamma_{\min}-kT\ln3/A\).

At 600 K the bound on the lowering is \(0.0517\times1.0986/20=0.0028\) eV/Å\(^2\).

The program enumerates a periodic 3 × 3 patch in which neighbours with excesses \(x_i,x_j\) cost \(0.02(x_i-x_j)^2\) eV. At the O/OO crossing the mean excess is 0.50 per cell, and \(\gamma\) lies 0.0009 eV/Å\(^2\) below the two lines. On this patch the sharp corner becomes a smooth bend, along which the slope passes from 0 towards \(-1/20\) Å\(^{-2}\) as oxygen is taken up. Any finite patch gives a smooth curve, because \(\Xi\) is a finite sum of exponentials, so the enumeration alone does not decide whether the corner survives on a large surface. For these parameters it does not. At the O/OO crossing the M state lies about 1.5 eV per cell higher and is negligible, so the surface is a square-lattice Ising model with \(2J=0.02\) eV. Its critical temperature, \(kT_c=2J/\ln(1+\sqrt2)\), is 263 K. At 600 K the large surface is disordered, the bend stays smooth, and the lowering is 0.00089 instead of 0.00091 eV/Å\(^2\). Below \(T_c\), or with a larger mixing cost, the corner returns on an infinite surface.

The enumeration includes only these three local terminations. A structure missing from the list could lie lower: a face with three outer oxygen planes falls below OO for \(\Delta\mu_O>-0.06\) eV (0.0324 against 0.0355 eV/Å\(^2\) at 0), although not at 600 K and 1 bar. Nor is M the lowest face with its excess: an O face with one oxygen plane missing between its third and fourth metal planes, the remaining planes closed up to unit spacing, has the same excess and a lower energy (0.1399 against 0.2012 eV/Å\(^2\) at 0). The lowest line found is therefore an upper bound on the equilibrium \(\gamma\) of the model. The numerical check printed below tests (4)–(10) for the model oxide (\(a=1\), \(b=2\)), the first derivative in (11), the concavity of \(\gamma\) and the two bounds; the variance formula in (11) and the pressure factors 0.02 and 3.4 rest on the algebra above, and the competing oxides and the two additional faces named in this paragraph follow from the energy expression of Section 7 but are not part of that check.

## Table of computed values

```
cell area 20.0 A^2; bonding strength 8.0 eV
metal cost 8.0 eV; oxygen cost 0.5 eV
density decay 0.17; metal planes 12
bulk oxygen density at M 3.39159
bulk energy per MO2 -5.73301 eV
window for mu_O: -2.8665 to 0 eV
M-term: N_O 22, E_slab -60.74743 eV
  gamma at mu_O=0: 0.20122 eV/A^2
  slope 0.050 1/A^2
O-term: N_O 24, E_slab -65.52529 eV
  gamma at mu_O=0: 0.08177 eV/A^2
  slope 0.000 1/A^2
OO-term: N_O 26, E_slab -67.37783 eV
  gamma at mu_O=0: 0.03546 eV/A^2
  slope -0.050 1/A^2
mu_M at mu_O=-1 eV: -3.73301 eV
OO-term slope, mu_M fixed, 12 planes: -0.650 1/A^2
OO-term slope, mu_M fixed, 24 planes: -1.250 1/A^2
drift per plane, mu_M off by 0.1 eV: -0.00250 eV/A^2
O2 bond 1.2136 A; vibrational quantum 0.1997 eV
O2 rotational constant 0.1774 meV
mu_O at 300 K, 1 bar: -0.2739 eV
mu_O at 600 K, 1 bar: -0.6111 eV
mu_O at 900 K, 1 bar: -0.9740 eV
crossing M-term/O-term: mu_O -2.3889 eV
  gamma there 0.08177 eV/A^2 = 1.310 J/m^2
  pressure at 600 K: 1.36e-30 bar
  pressure at 900 K: 1.42e-16 bar
crossing O-term/OO-term: mu_O -0.9263 eV
  gamma there 0.08177 eV/A^2 = 1.310 J/m^2
  pressure at 600 K: 5.08e-06 bar
  pressure at 900 K: 3.42e+00 bar
600 K, 1e+00 bar: mu_O -0.6111 eV, stable OO-term
  gamma M,O,OO: 0.17066, 0.08177, 0.06601 eV/A^2
  lowest gamma 1.058 J/m^2
600 K, 1e-09 bar: mu_O -1.1469 eV, stable O-term
  gamma M,O,OO: 0.14387, 0.08177, 0.09280 eV/A^2
  lowest gamma 1.310 J/m^2
excess volume 10 A^3; slope term 2.41e-04 per cell
surface O modes: 3 of 0.06 eV; F_vib(600 K) 0.0317 eV
600 K entropies: added O 0.2341, gas 1.1730 meV/K
isobaric slope times area at 600 K, 1 bar: -0.8004
unlike-neighbour cost 0.02 eV; kT at 600 K 0.05170 eV
open surface at O/OO crossing: mean excess 0.5000 per cell
  gamma below the lines by 0.00091 eV/A^2
  largest possible lowering 0.00284 eV/A^2
```
